# Fitting Power-Law Transistor Curves: Threshold–Exponent Correlation from Fisher Information: test program

```python
"""Power-law thin-film transistor fit and its Fisher information.

Result under test: for I = A*(VG-VT)**m with constant relative noise s,
the estimates of VT and m have correlation
    rho = Corr(1/u, ln u) < 0,   u = VG - VT,
taken over the measured gate voltages, with A also fitted.
Symbols: VG gate voltage, VT threshold, u overdrive, m current exponent,
gamma = m - 2 mobility exponent, a = ln(A) with current in ampere and
voltage in volt, T0 width of the exponential tail, T temperature.
Voltages and currents are magnitudes, so p-type devices are included.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(12345)

# ---------- example parameters (rough polymer transistor regime) ----------
width_cm, length_cm = 0.1, 0.01
t_ox, t_film = 200e-9, 50e-9                  # m
eps_ox, eps_film = 3.9 * sc.epsilon_0, 3.0 * sc.epsilon_0
temp, tail_temp = 300.0, 420.0                # K
vt_true, v_drain = 3.0, 40.0                  # V
mu_ref, v_ref = 0.01, 10.0                    # cm2/Vs at this overdrive in V
noise = 0.01
vg = np.arange(10.0, 40.5, 1.0)
npts = len(vg)
cap = eps_ox / t_ox * 1e-4                    # F/cm2
m_true = 2 * tail_temp / temp
gamma = m_true - 2
prefactor = width_cm / length_cm * cap * mu_ref / (m_true * v_ref**gamma)
truth = np.array([np.log(prefactor), vt_true, m_true])
u = vg - vt_true


def log_current(theta, v):
    return theta[0] + theta[2] * np.log(v - theta[1])


def sensitivities(theta, v):
    over = v - theta[1]
    return np.column_stack([np.ones_like(v), -theta[2] / over, np.log(over)])


def fit(v, y, prior=None):
    """Levenberg-Marquardt fit; prior = (measured VT, noise/sigma of it)."""
    vt0 = v[0] - 0.5 * (v[-1] - v[0])
    m0, a0 = np.polyfit(np.log(v - vt0), y, 1)
    theta = np.array([a0, vt0, m0])

    def residual(t):
        r = y - log_current(t, v)
        if prior is not None:
            r = np.append(r, prior[1] * (prior[0] - t[1]))
        return r

    res = residual(theta)
    cost, damping = res @ res, 1e-3
    for iteration in range(1, 301):
        jac = sensitivities(theta, v)
        if prior is not None:
            jac = np.vstack([jac, [0.0, prior[1], 0.0]])
        normal = jac.T @ jac
        step = np.linalg.solve(normal + damping * np.diag(np.diag(normal)),
                               jac.T @ res)
        trial = theta + step
        accepted = False
        if trial[1] < v[0]:
            new_res = residual(trial)
            new_cost = new_res @ new_res
            accepted = new_cost <= cost * (1 + 1e-12) + 1e-26
        if accepted:
            theta, res, cost = trial, new_res, new_cost
            damping = max(damping / 10, 1e-14)
            if np.max(np.abs(step)) < 1e-8:
                return theta, cost, iteration
        else:
            damping *= 10
    raise RuntimeError("fit did not converge")


def data_corr(x, y, w=None):
    w = np.ones_like(x) if w is None else w
    w = w / w.sum()
    dx, dy = x - w @ x, y - w @ y
    return (w @ (dx * dy)) / np.sqrt((w @ dx**2) * (w @ dy**2))


def formula_errors(over, m, s):
    rho = data_corr(1 / over, np.log(over))
    k = len(over) * (1 - rho**2)
    return (rho, s / (m * np.std(1 / over) * np.sqrt(k)),
            s / (np.std(np.log(over)) * np.sqrt(k)))


def rho_uniform(r):
    """Closed form for a dense uniform sweep from u=1 to u=r."""
    lr, d = np.log(r), r - 1
    mean_inv, mean_log = lr / d, r * lr / d - 1
    var_inv = 1 / r - mean_inv**2
    var_log = (r * (lr**2 - 2 * lr + 2) - 2) / d - mean_log**2
    cov = lr**2 / (2 * d) - mean_inv * mean_log
    return cov / np.sqrt(var_inv * var_log)


# ---------- exponent from the tail: Poisson equation through the film ------
def film(back_potential):
    """Reduced surface charge and conductance, zero field at the back."""
    def rhs(x, s):
        return [s[1], np.exp(s[0]), np.exp(s[0] * tail_temp / temp)]
    sol = solve_ivp(rhs, (0, 1), [back_potential, 0, 0],
                    rtol=1e-9, atol=1e-10, method="DOP853")
    assert sol.success
    return sol.y[1, -1], sol.y[2, -1]


q1, g1 = film(np.log(2 * 1.540**2))
q2, g2 = film(np.log(2 * 1.555**2))
film_slope = np.log(g2 / g1) / np.log(q2 / q1)
assert abs(film_slope - (m_true - 1)) < 0.01

# ---------- saturation current from the channel integral -------------------
for over in (7.0, 37.0):
    integral = quad(lambda v: mu_ref * ((over - v) / v_ref)**gamma
                    * cap * (over - v) * 1e9, 0, over)[0] * 1e-9
    direct = width_cm / length_cm * integral
    assert abs(direct / (prefactor * over**m_true) - 1) < 1e-6

# ---------- Fisher matrix against the covariance of the score --------------
jac0 = sensitivities(truth, vg)
fisher = jac0.T @ jac0 / noise**2
cov = np.linalg.inv(fisher)
sig = np.sqrt(np.diag(cov))
samples = log_current(truth, vg) + noise * rng.standard_normal((20000, npts))


def log_likelihood(theta):
    return -np.sum((samples - log_current(theta, vg))**2, axis=1) / (2 * noise**2)


scores = []
for k in range(3):
    d = np.zeros(3)
    d[k] = 1e-4
    scores.append((log_likelihood(truth + d) - log_likelihood(truth - d)) / 2e-4)
score_cov = np.cov(scores)
scale = np.sqrt(np.diag(fisher))
assert np.max(np.abs((score_cov - fisher) / np.outer(scale, scale))) < 0.05

rho, sig_vt, sig_m = formula_errors(u, m_true, noise)
assert abs(cov[1, 2] / (sig[1] * sig[2]) - rho) < 1e-7
assert abs(sig_vt / sig[1] - 1) < 1e-6 and abs(sig_m / sig[2] - 1) < 1e-6
inflation = 1 / np.sqrt(1 - rho**2)
reduced = jac0[:, :2]                         # exponent known, A still fitted
sig_vt_known_m = noise * np.sqrt(np.linalg.inv(reduced.T @ reduced)[1, 1])
assert abs(sig_vt / sig_vt_known_m / inflation - 1) < 1e-6

# ---------- valley slope, closed form, narrow sweep, absolute noise --------
ideal = log_current(truth, vg)
slope_num = (np.polyfit(np.log(u - 0.01), ideal, 1)[0]
             - np.polyfit(np.log(u + 0.01), ideal, 1)[0]) / 0.02
valley = m_true * np.cov(1 / u, np.log(u), bias=True)[0, 1] / np.var(np.log(u))
assert abs(slope_num / valley - 1) < 1e-3

for ratio in (1.5, 5.0, 50.0):
    grid = 1 + (ratio - 1) * (np.arange(200000) + 0.5) / 200000
    assert abs(data_corr(1 / grid, np.log(grid)) - rho_uniform(ratio)) < 1e-6
h_small = 0.05
grid = 1 + h_small * (2 * (np.arange(200000) + 0.5) / 200000 - 1)
narrow = 1 - data_corr(1 / grid, np.log(grid))**2
assert abs(narrow / (h_small**2 / 15) - 1) < 0.02


def rho_absolute(m):
    """Correlation for constant current noise, from numerical derivatives."""
    base = np.array([0.0, vt_true, m])
    cols = []
    for k in range(3):
        d = np.zeros(3)
        d[k] = 1e-4
        cols.append((np.exp(log_current(base + d, vg))
                     - np.exp(log_current(base - d, vg))) / 2e-4)
    j = np.array(cols).T
    j = j / np.linalg.norm(j, axis=0)
    c = np.linalg.inv(j.T @ j)
    return c[1, 2] / np.sqrt(c[1, 1] * c[2, 2])


rho_abs = data_corr(1 / u, np.log(u), u**(2 * m_true))
rho_abs_m2 = data_corr(1 / u, np.log(u), u**4)
assert abs(rho_absolute(m_true) - rho_abs) < 1e-5
assert abs(rho_absolute(2.0) - rho_abs_m2) < 1e-5
assert abs(rho_abs - rho_abs_m2) > 1e-5

# ---------- one synthetic sweep, checked by a one-dimensional search -------
data = ideal + noise * rng.standard_normal(npts)
best, cost, iterations = fit(vg, data)
noise_est = np.sqrt(cost / (npts - 3))
jb = sensitivities(best, vg)
err_best = noise_est * np.sqrt(np.diag(np.linalg.inv(jb.T @ jb)))


def profile(vt):
    x = np.log(vg - vt)
    return np.sum((data - np.polyval(np.polyfit(x, data, 1), x))**2)


search = minimize_scalar(profile, bounds=(-10, 9.9), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - best[1]) < 1e-3

# ---------- repeated fits ---------------------------------------------------
runs = 2500
found, costs = np.empty((runs, 3)), np.empty(runs)
for i in range(runs):
    found[i], costs[i], _ = fit(vg, samples[i])
mc_sd = found.std(axis=0)
mc_rho = np.corrcoef(found[:, 1], found[:, 2])[0, 1]
assert np.all(np.abs(mc_sd / sig - 1) < 0.07)
assert abs(mc_rho - rho) < 0.005
assert abs(costs.mean() / noise**2 - (npts - 3)) < 0.7
dev = found[:, 1:] - truth[1:]
block = np.linalg.inv(cov[1:, 1:])
coverage = np.mean(np.einsum("ni,ij,nj->n", dev, block, dev) < -2 * np.log(0.05))
assert abs(coverage - 0.95) < 0.02


def mobility_error(gate):
    over = gate - vt_true
    grad = np.array([1.0, -gamma / over, 1 / m_true + np.log(over)])
    return np.sqrt(grad @ cov @ grad)


def log_mobility(est, gate):
    return (est[:, 0] + np.log(est[:, 2])
            + (est[:, 2] - 2) * np.log(gate - est[:, 1]))


for gate in (25.0, 40.0):
    assert abs(log_mobility(found, gate).std() / mobility_error(gate) - 1) < 0.07
grad_one = np.array([1.0, 0.0, 1 / m_true])
err_one_volt = np.sqrt(grad_one @ cov @ grad_one)

# ---------- independent threshold measurement ------------------------------
sig_prior = 0.05
cov_prior = np.linalg.inv(fisher + np.diag([0, 1 / sig_prior**2, 0]))
runs_p = 1500
found_p = np.empty((runs_p, 3))
for i in range(runs_p):
    vt_meas = vt_true + sig_prior * rng.standard_normal()
    found_p[i] = fit(vg, samples[-1 - i], (vt_meas, noise / sig_prior))[0]
assert abs(found_p[:, 2].std() / np.sqrt(cov_prior[2, 2]) - 1) < 0.08

# ---------- neglected effects ------------------------------------------------
current = np.exp(ideal)


def with_contact(resistance):
    cur = current.copy()
    for _ in range(200):
        cur = prefactor * (u - cur * resistance)**m_true
    return np.log(cur)


contact_width = 2e4                            # ohm cm, rough
r_source = contact_width / width_cm
small = with_contact(0.1 * r_source)
linear_shift = np.linalg.lstsq(jac0, small - ideal, rcond=None)[0]
refit_shift = fit(vg, small)[0] - truth
assert np.all(np.abs(linear_shift[1:] / refit_shift[1:] - 1) < 0.1)

drift, leak = 0.2, 2e-11                       # V over the sweep; A
drifted = truth[0] + m_true * np.log(u - drift * np.linspace(0, 1, npts))
decay = np.sqrt(eps_film / eps_ox * t_film * t_ox)
field = u / (length_cm * 1e-2)
pinch = decay * np.arcsinh((v_drain - u) / (decay * field))
shortened = ideal - np.log(1 - pinch / (length_cm * 1e-2))
distorted = [("contact resistance", with_contact(r_source)),
             ("threshold drift", drifted),
             ("gate leakage", np.log(current + leak)),
             ("pinch-off length", shortened)]

ox_field = vg[-1] / t_ox
barrier, m_tun = 3.1 * sc.e, 0.42 * sc.m_e     # rough oxide values
log10_j = (np.log10(sc.e**3 * sc.m_e / (8 * np.pi * sc.h * barrier * m_tun)
                    * ox_field**2)
           - 8 * np.pi * np.sqrt(2 * m_tun) * barrier**1.5
           / (3 * sc.e * sc.h * ox_field) / np.log(10))
log10_tunnel = log10_j + np.log10(width_cm * length_cm * 1e-4)
power = current[-1] * v_drain
area = width_cm * length_cm * 1e-4
heating = power * (t_ox / (1.4 * area) + 1 / (4 * 150 * np.sqrt(area / np.pi)))
charge = cap * 1e4 * u[-1]
surface_density = charge**2 / (2 * eps_film * sc.k * tail_temp)
half_depth = charge / (sc.e * surface_density)
hop_ratio = sc.e * field[-1] * 1e-9 / (sc.k * temp)
root_slope, root_cut = np.polyfit(vg, np.sqrt(current), 1)

# ---------- output -----------------------------------------------------------
print(f"W, L: {width_cm*1e4:.0f}, {length_cm*1e4:.0f} um; oxide {t_ox*1e9:.0f} nm")
print(f"gate capacitance: {cap*1e9:.2f} nF/cm2")
print(f"T, T0: {temp:.0f}, {tail_temp:.0f} K; drain voltage {v_drain:.0f} V")
print(f"true VT: {vt_true:.2f} V; m: {m_true:.2f}; gamma: {gamma:.2f}")
print(f"mobility {mu_ref:.3f} cm2/Vs at overdrive {v_ref:.0f} V")
print(f"sweep {vg[0]:.0f} to {vg[-1]:.0f} V, {npts} points, noise {100*noise:.1f} %")
print(f"prefactor A (u in V): {prefactor:.4e} A; a = {truth[0]:.4f}")
print(f"current first, last: {current[0]*1e9:.2f}, {current[-1]*1e9:.1f} nA")
print(f"film conductance exponent: {film_slope:.4f} (law {m_true-1:.4f})")
print("-- one synthetic sweep")
print(f"fit VT: {best[1]:.3f} +- {err_best[1]:.3f} V")
print(f"fit m: {best[2]:.4f} +- {err_best[2]:.4f}")
print(f"fit T0 = m*T/2: {best[2]*temp/2:.1f} +- {err_best[2]*temp/2:.1f} K")
print(f"noise estimate {100*noise_est:.3f} %; iterations {iterations}")
print(f"VT from one-dimensional search: {search.x:.3f} V")
print("-- Fisher information at the true parameters")
print(f"sd(1/u): {np.std(1/u):.5f} 1/V; sd(ln u): {np.std(np.log(u)):.4f}")
print(f"cov(1/u, ln u): {np.cov(1/u, np.log(u), bias=True)[0,1]:.6f} 1/V")
print(f"rho(VT,m): {rho:.4f}; dense uniform sweep {rho_uniform(u[-1]/u[0]):.4f}")
print(f"sigma VT: {sig_vt:.4f} V; sigma m: {sig_m:.4f}")
print(f"sigma VT if m known: {sig_vt_known_m:.4f} V; inflation {inflation:.2f}")
print(f"valley slope dm/dVT: {valley:.4f} 1/V")
print(f"-- {runs} repeated fits")
print(f"sd VT {mc_sd[1]:.4f} V; sd m {mc_sd[2]:.4f}; rho {mc_rho:.4f}")
print(f"coverage of 95 % joint ellipse: {100*coverage:.1f} %")
print("-- start of sweep: points, rho, sigma VT, sigma m")
for start in (5, 10, 15, 20):
    part = np.arange(start, 40.5, 1.0) - vt_true
    r_, sv_, sm_ = formula_errors(part, m_true, noise)
    print(f"{start} V: {len(part)}, {r_:.4f}, {sv_:.4f} V, {sm_:.4f}")
print(f"narrow sweep h={h_small}: 1-rho^2 {narrow:.4e}, law {h_small**2/15:.4e}")
print(f"rho, constant current noise: {rho_abs:.5f}; for m=2 {rho_abs_m2:.5f}")
print(f"mobility error at VG 25, 40 V: {100*mobility_error(25.):.2f},"
      f" {100*mobility_error(40.):.2f} %")
print(f"mobility error extrapolated to u=1 V: {100*err_one_volt:.2f} %")
print(f"with VT measured to {sig_prior} V: sigma VT {np.sqrt(cov_prior[1,1]):.4f} V,"
      f" sigma m {np.sqrt(cov_prior[2,2]):.4f}")
print(f"VT from straight line through sqrt(I): {-root_cut/root_slope:.2f} V")
print("-- neglected effects: shift of VT, shift of m")
for name, curve in distorted:
    shift = fit(vg, curve)[0] - truth
    print(f"{name}: {shift[1]:+.4f} V, {shift[2]:+.4f}")
print(f"inputs: contact {contact_width:.0e} ohm cm, drift {drift} V, leak {leak*1e12:.0f} pA")
print(f"largest source contact drop: {np.exp(distorted[0][1][-1])*r_source:.3f} V")
print(f"pinch-off length first, last: {pinch[0]*1e6:.2f}, {pinch[-1]*1e6:.2f} um")
print(f"change of m for 5 K warming: {2*tail_temp/(temp+5)-m_true:+.4f}")
print(f"oxide field: {ox_field*1e-8:.2f} MV/cm (breakdown roughly 10)")
print(f"log10 of tunnel current in A: {log10_tunnel:.0f}")
print(f"self-heating: {heating*1e3:.2f} mK")
print(f"surface hole density: {surface_density*1e-6:.2e} 1/cm3")
print(f"share of 1e21 1/cm3 tail states: {100*surface_density/1e27:.1f} %")
print(f"depth holding half the charge: {half_depth*1e9:.2f} nm")
print(f"lateral field energy over 1 nm / kT: {hop_ratio:.4f}")
print("all good")
```

Running it gives:

```
W, L: 1000, 100 um; oxide 200 nm
gate capacitance: 17.27 nF/cm2
T, T0: 300, 420 K; drain voltage 40 V
true VT: 3.00 V; m: 2.80; gamma: 0.80
mobility 0.010 cm2/Vs at overdrive 10 V
sweep 10 to 40 V, 31 points, noise 1.0 %
prefactor A (u in V): 9.7729e-11 A; a = -23.0488
current first, last: 22.71, 2404.3 nA
film conductance exponent: 1.7948 (law 1.8000)
-- one synthetic sweep
fit VT: 2.939 +- 0.084 V
fit m: 2.8127 +- 0.0150
fit T0 = m*T/2: 421.9 +- 2.3 K
noise estimate 0.883 %; iterations 8
VT from one-dimensional search: 2.939 V
-- Fisher information at the true parameters
sd(1/u): 0.03001 1/V; sd(ln u): 0.4695
cov(1/u, ln u): -0.013722 1/V
rho(VT,m): -0.9740; dense uniform sweep -0.9762
sigma VT: 0.0944 V; sigma m: 0.0169
sigma VT if m known: 0.0214 V; inflation 4.41
valley slope dm/dVT: -0.1743 1/V
-- 2500 repeated fits
sd VT 0.0940 V; sd m 0.0169; rho -0.9741
coverage of 95 % joint ellipse: 94.3 %
-- start of sweep: points, rho, sigma VT, sigma m
5 V: 36, -0.9127, 0.0151 V, 0.0055
10 V: 31, -0.9740, 0.0944 V, 0.0169
15 V: 26, -0.9883, 0.2901 V, 0.0391
20 V: 21, -0.9944, 0.7896 V, 0.0888
narrow sweep h=0.05: 1-rho^2 1.6696e-04, law 1.6667e-04
rho, constant current noise: -0.98503; for m=2 -0.97692
mobility error at VG 25, 40 V: 0.47, 0.52 %
mobility error extrapolated to u=1 V: 5.92 %
with VT measured to 0.05 V: sigma VT 0.0442 V, sigma m 0.0086
VT from straight line through sqrt(I): 8.32 V
-- neglected effects: shift of VT, shift of m
contact resistance: +0.1692 V, -0.0497
threshold drift: -0.0470 V, -0.0000
gate leakage: -0.0054 V, +0.0006
pinch-off length: +0.0112 V, -0.0039
inputs: contact 2e+04 ohm cm, drift 0.2 V, leak 20 pA
largest source contact drop: 0.464 V
pinch-off length first, last: 0.81, 0.46 um
change of m for 5 K warming: -0.0459
oxide field: 2.00 MV/cm (breakdown roughly 10)
log10 of tunnel current in A: -49
self-heating: 1.04 mK
surface hole density: 1.32e+20 1/cm3
share of 1e21 1/cm3 tail states: 13.2 %
depth holding half the charge: 0.30 nm
lateral field energy over 1 nm / kT: 0.0143
all good
```
